# Silicon's predicted melting temperature and a solid–liquid free-energy error

## Question

An atomistic calculation locates the melting point of silicon by computing the Gibbs free energies of the crystal and the liquid and finding where they cross. Its free-energy difference is wrong by 0.1 eV per atom. The melting entropy is 3.6 $k_B$ per atom. Take 1700 K, the rough size of silicon's measured melting temperature, as the true melting temperature $T_0$.

**Conventions.** All differences are liquid minus solid, per atom, at one fixed pressure. The algebra is in atomic units, with temperature expressed as the energy $\tau=k_BT$. Entropy $s$ and heat capacity $c$ are then dimensionless: the quantities in ordinary units are $sk_B$ and $ck_B$. The equations keep their form in any energy unit, so numbers are inserted in eV and temperatures are quoted in kelvin.

The true free-energy difference is $g(\tau)$, the calculated one is $g_{\rm app}(\tau)$, and the error is
$$
\delta(\tau)=g_{\rm app}(\tau)-g(\tau).
$$
A positive $\delta$ places the liquid too high relative to the solid. The true and predicted melting points are $\tau_0$ and $\tau_1$.

**(a)** Relate $\delta(\tau_1)$ to the entropy difference without assuming that the error is small. Then find the shift when $s$ is constant.

**(b)** Evaluate the shift for both signs of the error. Compare the error with the latent heat, and find how the answer changes if the entropy is 3.5 or 3.7 $k_B$.

**(c)** Find the leading correction due to a heat-capacity difference $c$, for a temperature-independent error. Evaluate it for $c=\pm0.5$.

**(d)** Suppose that the error depends on temperature. Which entropy converts it into a shift if the error is known at the true melting point, and which if it is known at the predicted one? Apply the result to a method whose own melting entropy is 3.0 $k_B$.

**(e)** What is the shift if 0.1 eV is the error of a whole 64-atom cell? What accuracy per atom is needed for a melting temperature good to 10 K?

**(f)** Test the results on a classical model at zero pressure, with volume work left out. Each atom moves in its own cell, with the same potential energy $u(x)$ along each of three directions. For the solid, $u=\tfrac12Kx^2+Qx^4$ with $K=8$ eV/Å$^2$ and $Q=5$ eV/Å$^4$. For the liquid-like phase, $u=Q'x^4$ with $Q'=0.36$ eV/Å$^4$, and the atom has an additional constant energy of 0.64 eV. Numerical integration and root finding give a melting temperature of 1666.7 K, where $s=3.783$ and $c=-0.613$. Raising or lowering the liquid-like phase by 0.1 eV moves the crossing by $+311.2$ K or $-302.0$ K. Account for these shifts and for the sign of $c$.

## Model answers

### (a) From free energy to temperature

For each phase, the Gibbs free energy per atom changes at fixed pressure by $dG=-S\,dT$. In the present variables $S\,dT=(S/k_B)\,d(k_BT)$. Subtracting the solid's relation from the liquid's gives
$$
\frac{dg}{d\tau}=-s(\tau).
$$
The liquid has the larger entropy, so $s>0$ and $g$ falls on heating. It is positive below the melting point, where the solid is stable, and negative above it.

The two melting conditions are
$$
g(\tau_0)=0,\qquad g_{\rm app}(\tau_1)=g(\tau_1)+\delta(\tau_1)=0 .
$$
The second gives $g(\tau_1)=-\delta(\tau_1)$. Integrating the slope from $\tau_0$ to $\tau_1$ gives
$$
g(\tau_1)-g(\tau_0)=-\int_{\tau_0}^{\tau_1}s(\tau)\,d\tau .
$$
The left side equals $-\delta(\tau_1)-0$. Changing the sign of both sides,
$$
\delta(\tau_1)=\int_{\tau_0}^{\tau_1}s(\tau)\,d\tau. \tag{1}
$$
No expansion in $\delta$ has been made. The relation does require both true phases to remain definable, as stable or metastable phases, throughout the interval. If $s>0$ there, $g$ is monotonic and crosses zero once in that interval.

For constant $s$ the integral is $s(\tau_1-\tau_0)$, so
$$
\tau_1-\tau_0=\frac{\delta}{s},
\qquad
\Delta T=T_1-T_0=\frac{\delta}{s\,k_B}. \tag{2}
$$
A liquid placed too high in free energy needs extra heating before its entropy makes up the deficit, so the predicted melting point is too high. An error common to both phases drops out of $\delta$ and produces no shift.

### (b) The size of the shift

The melting entropy in ordinary units is
$$
s k_B=3.6\times8.617\times10^{-5}\ {\rm eV/K}
=3.102\times10^{-4}\ {\rm eV/K}
$$
per atom. For $\delta=+0.1$ eV,
$$
\Delta T=\frac{0.1\ {\rm eV}}{3.102\times10^{-4}\ {\rm eV/K}}
\approx 322\ {\rm K},
$$
or $k_B\Delta T\approx0.028$ eV. The predicted melting temperature is about 2022 K. For $\delta=-0.1$ eV the shift is $-322$ K and the prediction is about 1378 K.

The latent heat gives a natural scale for the error. Since $g=h-\tau s$, where $h$ is the enthalpy difference, the condition $g(\tau_0)=0$ gives
$$
L=h(\tau_0)=s\tau_0 .
$$
Dividing Eq. (2) by $\tau_0$ then gives
$$
\frac{\Delta T}{T_0}=\frac{\delta}{s\tau_0}=\frac{\delta}{L}.
$$
Here $L=3.102\times10^{-4}\times1700\approx0.527$ eV per atom, and $0.1/0.527\approx0.19$. The error is 19 percent of the latent heat, and the melting temperature is wrong by the same fraction. An error that looks small beside a binding energy of several eV per atom is therefore large for melting, because melting depends on a small difference between two large energies.

With $s=3.5$ the shift is 332 K, and with $s=3.7$ it is 314 K. The larger entropy makes the free-energy curves cross more steeply, so the same vertical error moves the crossing less. Given an entropy "near 3.6", a shift of about 320 K is a fair statement of the result.

The constant-entropy law also shows where it must fail. It can be written $T_1=T_0(1+\delta/L)$, which reaches zero at $\delta=-L$. An error approaching that size would require the entropy difference all the way down to low temperature, where a constant $s$ cannot be assumed. The law is meant for $|\delta|$ well below $L$.

### (c) Correction from the heat capacity

At fixed pressure $dS=C\,dT/T$ for each phase. Taking the difference and dividing by $k_B$,
$$
\frac{ds}{d\tau}=\frac{c}{\tau}.
$$
Let $t=\tau_1-\tau_0$, and let $s_0$ and $c_0$ be the values at $\tau_0$. Near that point
$$
s(\tau)=s_0+\frac{c_0}{\tau_0}(\tau-\tau_0)+O\big((\tau-\tau_0)^2\big).
$$
Inserting this in Eq. (1) and integrating term by term gives
$$
\delta=s_0t+\frac{c_0}{2\tau_0}t^2+O(t^3).
$$
To invert the series, put $t=\delta/s_0+a\delta^2+O(\delta^3)$. The terms linear in $\delta$ agree. The terms in $\delta^2$ must cancel:
$$
s_0a+\frac{c_0}{2\tau_0s_0^2}=0
\quad\Longrightarrow\quad
a=-\frac{c_0}{2\tau_0s_0^3}.
$$
Hence
$$
t=\frac{\delta}{s_0}-\frac{c_0\delta^2}{2\tau_0s_0^3}+O(\delta^3). \tag{3}
$$

The correction is easiest to evaluate in terms of the first-order shift $\Delta T_1=\delta/(s_0k_B)$. Replacing $\delta^2/s_0^2$ by $(k_B\Delta T_1)^2$ and dividing by $k_B$ turns the second term into
$$
\Delta T_2=-\frac{c_0}{2s_0}\frac{(\Delta T_1)^2}{T_0}. \tag{4}
$$
For $c_0=0.5$,
$$
\Delta T_2=-\frac{0.5}{7.2}\,\frac{322.3^2}{1700}\ {\rm K}
\approx-4.2\ {\rm K}.
$$
It has the same sign for both signs of $\delta$, because it is quadratic in the error. It lowers the upward shift and enlarges the downward one: with $c>0$ the entropy difference is larger above $T_0$ and smaller below it.

If $c$ is constant over the whole interval, the expansion is unnecessary. Then $s(\tau)=s_0+c\ln(\tau/\tau_0)$. An antiderivative of $\ln(\tau/\tau_0)$ is $\tau\ln(\tau/\tau_0)-\tau$, and evaluating it between $\tau_0$ and $\tau_0+t$ gives
$$
\delta=s_0t+c\left[(\tau_0+t)\ln\!\left(1+\frac{t}{\tau_0}\right)-t\right].
$$
Solving this equation numerically for $t$ gives the following shifts:

- For $c=+0.5$: $+318.4$ K and $-327.0$ K for errors of $+0.1$ and $-0.1$ eV.
- For $c=-0.5$: $+326.4$ K and $-317.9$ K for the same errors.

The values $c=\pm0.5$ are chosen to show the sensitivity and are not measured values for silicon. A difference of this size changes the shift by less than 5 K, or about 1.5 percent of it.

### (d) An error that depends on temperature

Equation (1) already answers one half of the question. An error known at the *predicted* melting point is related to the *true* entropy difference.

For the other half, use $g(\tau_0)=0$ in the definition of the error:
$$
\delta(\tau_0)=g_{\rm app}(\tau_0).
$$
The calculated free energies have their own entropy difference, $s_{\rm app}=-dg_{\rm app}/d\tau$. Since $g_{\rm app}(\tau_1)=0$,
$$
0-g_{\rm app}(\tau_0)=-\int_{\tau_0}^{\tau_1}s_{\rm app}\,d\tau
\quad\Longrightarrow\quad
\delta(\tau_0)=\int_{\tau_0}^{\tau_1}s_{\rm app}(\tau)\,d\tau. \tag{5}
$$
An error known at the *true* melting point is therefore related to the *method's own* entropy difference. In Eq. (5) it is the calculated phases that must remain definable between the two temperatures.

The two rules are consistent. Differentiating $\delta=g_{\rm app}-g$ gives
$$
\frac{d\delta}{d\tau}=s-s_{\rm app}.
$$
If $\delta$ is constant, the two entropies are equal and the distinction disappears.

Now let both entropies be constant, with $s=3.6$ and $s_{\rm app}=3.0$, and let the error be 0.1 eV at the true melting point. Equation (5) gives
$$
\Delta T=\frac{0.1\ {\rm eV}}{3.0\times8.617\times10^{-5}\ {\rm eV/K}}
\approx387\ {\rm K}.
$$
At the predicted melting point the error has grown to
$$
\delta(\tau_1)=3.102\times10^{-4}\times386.8\ {\rm eV}\approx0.120\ {\rm eV}.
$$
Dividing this larger error by the true entropy returns the same 387 K. If 0.1 eV had instead been the error at the predicted melting point, the shift would have been 322 K. A quoted free-energy error thus needs a temperature attached to it whenever the method also gets the entropy wrong.

### (e) Cell errors and required accuracy

The entropy in Eq. (2) is per atom, so the error must be per atom too. An error of 0.1 eV for 64 atoms is
$$
\frac{0.1}{64}\ {\rm eV}\approx0.0016\ {\rm eV}
$$
per atom. The shift is $322.3/64\approx5.0$ K. Equivalently, one may divide the total error by the melting entropy of the whole cell, which is 64 times larger.

For a melting temperature good to 10 K, Eq. (2) is read in reverse:
$$
|\delta|\le s k_B\times10\ {\rm K}
=3.102\times10^{-4}\times10\ {\rm eV}
\approx0.0031\ {\rm eV}
$$
per atom. This is the allowance for the net error in the difference between the phases, from all sources together, when that error is independent of temperature or is taken at the predicted melting point. If it is taken at the true melting point, part (d) requires the method's own entropy instead; for $s_{\rm app}=3.0$ the allowance is then about 0.0026 eV per atom. Each phase may have a larger error, provided that the two errors cancel to this level.

**Silicon itself.** The entropy used here is large compared with the value of a little over 1 $k_B$ per atom that is typical of simple close-packed metals. Silicon melts from a fourfold-coordinated semiconductor into a denser, metallic liquid. An approximate density functional need not describe these two kinds of bonding equally well, so cancellation of its errors cannot be taken for granted. Local-density calculations do place silicon's melting point too low by a few hundred kelvin; by Eq. (2), that corresponds to a negative $\delta$ of the order of 0.1 eV per atom. In a real calculation neither $s$ nor $\delta$ is strictly constant. For the values assumed above, the heat-capacity difference moves the shift by less than 5 K, whereas a method's entropy of 3.0 instead of 3.6 $k_B$ moves it by about 64 K if the 0.1 eV error is specified at the true melting point.

### (f) Test on a model with known free energies

**Free energy, entropy and heat capacity.** The momentum contributions are equal in the two phases and cancel. For one direction, define the configuration integral
$$
z(\tau)=\int e^{-u(x)/\tau}\,dx .
$$
An atom with constant energy $E$ and three independent directions has the configurational free energy $f=E-3\tau\ln z$. The unit of length in $z$ cancels when the phases are subtracted. Differentiating $\ln z$ gives
$$
\frac{d\ln z}{d\tau}=\frac{1}{z}\int\frac{u}{\tau^2}e^{-u/\tau}dx
=\frac{\langle u\rangle}{\tau^2}.
$$
The entropy of a phase is therefore
$$
-\frac{df}{d\tau}=3\left(\ln z+\frac{\langle u\rangle}{\tau}\right),
$$
and its configurational heat capacity is $3\,d\langle u\rangle/d\tau$.

**Sign of $c$.** For a pure quartic well, the substitution $x=\tau^{1/4}y$ shows that $z\propto\tau^{1/4}$. Then $\langle u\rangle=\tau^2\,d\ln z/d\tau=\tau/4$, and the heat capacity is $3/4$. For a pure harmonic well, $x=\tau^{1/2}y$ gives $z\propto\tau^{1/2}$, $\langle u\rangle=\tau/2$ and a heat capacity of $3/2$. Without the solid's quartic term, $c$ would be $3/4-3/2=-0.75$. The quoted $-0.613$ means that this term lowers the solid's heat capacity from 1.5 to $0.75+0.613\approx1.36$. The wide quartic well thus has the smaller heat capacity, and $c$ is negative.

**Shifts.** The linear law gives
$$
\Delta T_1=\pm\frac{0.1}{3.783\times8.617\times10^{-5}}\ {\rm K}
\approx\pm306.8\ {\rm K}.
$$
Equation (4) adds
$$
\Delta T_2=+\frac{0.613}{2\times3.783}\,\frac{306.8^2}{1666.7}\ {\rm K}
\approx+4.6\ {\rm K}.
$$
The sums are $+311.4$ K and $-302.2$ K, against the direct values of $+311.2$ K and $-302.0$ K. The second-order term accounts for nearly all of the asymmetry between raising and lowering the liquid.

The size of the remainder can be tested separately. When the error is halved from 0.02 to 0.01 eV, the remainder of the linear law falls with a fitted power of 1.994. With the heat-capacity term included, the power is 2.991. These agree with the second- and third-order remainders expected from Eq. (3).

**Temperature-dependent error.** Replace the liquid-like phase by an approximate one with a constant energy of 0.70 eV and a quartic coefficient of 0.50 eV/Å$^4$. The melting point rises by 317.9 K. The free-energy error is 0.0954 eV at the true melting point and 0.1021 eV at the predicted one. Dividing each by $k_B\Delta T$ gives the mean entropy difference over the interval:
$$
\bar s_{\rm app}=\frac{0.0954}{8.617\times10^{-5}\times317.9}\approx3.48,
\qquad
\bar s=\frac{0.1021}{8.617\times10^{-5}\times317.9}\approx3.73 .
$$
Direct integration of the two entropy differences confirms Eqs. (5) and (1) for this case. The narrower approximate well has the lower entropy, so its error grows on heating, as $d\delta/d\tau=s-s_{\rm app}>0$ requires.

The model tests the thermodynamic relations, including their behaviour at an error of 0.1 eV. It has no atomic structure, volume change or electronic energy, and so gives no independent estimate of silicon's melting temperature. The numerical output lists the values used here.

## Computed values

```
Boltzmann constant: 8.617333e-05 eV/K
reference melting temperature (rough): 1700 K
melting entropy: 3.6 k_B per atom = 3.1022e-04 eV/K per atom
free-energy error: 0.1 eV per atom
temperature shift: 322.3 K (k_B times shift 0.02778 eV)
predicted melting, liquid too high: 2022 K
predicted melting, liquid too low: 1378 K
latent heat s k_B T0: 0.5274 eV per atom
relative shift: 19.0 percent
shift for entropy 3.5 k_B: 331.6 K
shift for entropy 3.7 k_B: 313.6 K
shift, c = +0.5 k_B, error +0.1 eV: +318.4 K
shift, c = +0.5 k_B, error -0.1 eV: -327.0 K
shift, c = -0.5 k_B, error +0.1 eV: +326.4 K
shift, c = -0.5 k_B, error -0.1 eV: -317.9 K
second-order term for c = +0.5 k_B: -4.24 K
entropy of an imperfect method: 3.0 k_B per atom
its shift, error 0.1 eV at true melting: 386.8 K
its error at predicted melting: 0.120 eV per atom
error per atom if 0.1 eV is for 64 atoms: 0.00156 eV
shift in that case: 5.04 K
error allowed for 10 K accuracy: 0.00310 eV per atom
model melting temperature: 1666.7 K
model melting entropy: 3.783 k_B per atom
model heat-capacity difference: -0.613 k_B per atom
model shift for +0.1 eV: direct +311.2 K, linear law +306.8 K
model shift for -0.1 eV: direct -302.0 K, linear law -306.8 K
order of remainder, linear law: 1.994
order of remainder, with c term: 2.991
approximate model shift: +317.9 K
its error at true melting: 0.0954 eV per atom
its error at predicted melting: 0.1021 eV per atom
```
